# Electron-electron cusp conditions for singlet and triplet pairs: test program

```python
"""
Result under test: at the coalescence of two electrons (Hartree atomic units)
    s-wave part of Psi:  g0(r) = g0(0) * (1 + r/2 + ...)      singlet pair
    p-wave part of Psi:  g1(r) = r * f1(0) * (1 + r/4 + ...)  triplet pair
r = |r1 - r2| is the separation, R = |r1 + r2|/2 the distance of the pair's
midpoint from the trap centre, l the angular momentum of the relative motion.
Trap potential for each electron: omega^2 x^2 / 2 + lam x^4.
The cusps are read from a diagonalization that does not impose them, and the
local energy is computed by finite differences in all six coordinates.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh

mp.mp.dps = 50


# ---------- diagonalization for two electrons, total angular momentum 0 -----
def reduced_functions(points, count, a, even):
    """Polynomials times exp(-a x^2), without the factor x^l, and slopes."""
    x = np.atleast_1d(np.asarray(points, dtype=float))
    scale = 4.0 / np.sqrt(a)
    if even:
        arg, darg = 2 * (x / scale)**2 - 1, 4 * x / scale**2
    else:
        arg, darg = 2 * x / scale - 1, np.full_like(x, 2 / scale)
    poly = leg.legvander(arg, count - 1)
    dpoly = leg.legvander(arg, count - 2) @ leg.legder(np.eye(count))
    envelope = np.exp(-a * x**2)[:, None]
    value = poly * envelope
    slope = (dpoly * darg[:, None] - 2 * a * x[:, None] * poly) * envelope
    return value, slope


class RadialBasis:
    """Orthonormal radial functions x^l * polynomial * Gaussian."""

    def __init__(self, l, count, a, even):
        self.l, self.count, self.a, self.even = l, count, a, even
        nodes, weights = leg.leggauss(220)
        cut = 7.5 / np.sqrt(a)
        self.x = 0.5 * cut * (nodes + 1)
        measure = (np.sqrt(0.5 * cut * weights) * self.x)[:, None]
        f, df = reduced_functions(self.x, count, a, even)
        x = self.x[:, None]
        g = x**l * f
        dg = x**l * df + l * x**l * f / x
        triangle = np.linalg.qr(measure * g)[1]
        self.transform = np.linalg.inv(triangle)
        self.g = measure * g @ self.transform
        self.dg = measure * dg @ self.transform

    def moment(self, other, power):
        return self.g.T @ (self.x[:, None]**power * other.g)

    def kinetic(self):
        return self.dg.T @ self.dg + self.l * (self.l + 1) * self.moment(self, -2)

    def reduced(self, x):
        f, df = reduced_functions(x, self.count, self.a, self.even)
        return f @ self.transform, df @ self.transform


def solve_pair(omega, lam, waves, width, n_sep=16, n_mid=8):
    """Lowest state; waves = even l for a singlet, odd l for a triplet."""
    sep = [RadialBasis(l, n_sep, width / 4, False) for l in waves]
    mid = [RadialBasis(l, n_mid, width, True) for l in waves]
    t, w = leg.leggauss(30)
    angular = leg.legvander(t, max(waves))[:, list(waves)]
    angular = angular * np.sqrt((2 * np.array(waves) + 1) / 2)
    cos2 = angular.T @ ((w * t**2)[:, None] * angular)
    rows = []
    for i in range(len(waves)):
        row = []
        for j in range(len(waves)):
            same = float(i == j)
            block = lam * (same + 2 * cos2[i, j]) * np.kron(
                sep[i].moment(sep[j], 2), mid[i].moment(mid[j], 2))
            if i == j:
                s, m = sep[i], mid[i]
                h_sep = (s.kinetic() + omega**2 / 4 * s.moment(s, 2)
                         + lam / 8 * s.moment(s, 4) + s.moment(s, -1))
                h_mid = (m.kinetic() / 4 + omega**2 * m.moment(m, 2)
                         + 2 * lam * m.moment(m, 4))
                block = (block + np.kron(h_sep, np.eye(n_mid))
                         + np.kron(np.eye(n_sep), h_mid))
            row.append(block)
        rows.append(row)
    matrix = np.block(rows)
    energy, vector = eigh((matrix + matrix.T) / 2, subset_by_index=[0, 0])
    coeff = vector[:, 0].reshape(len(waves), n_sep, n_mid)
    return energy[0], coeff, sep, mid


def leading_wave(state, r, R):
    """Lowest partial wave divided by r^l, and its r-derivative."""
    _, coeff, sep, mid = state
    f, df = sep[0].reduced(r)
    at_mid = mid[0].reduced(R)[0][0] * R**mid[0].l
    return (f @ coeff[0] @ at_mid)[0], (df @ coeff[0] @ at_mid)[0]


# ---------- local energy in the six electron coordinates, harmonic trap -----
def local_energy(shape, omega, separation, centre):
    omega = mp.mpf(omega)
    d = [mp.mpf(v) for v in separation]
    c = [mp.mpf(v) for v in centre]
    point = [c[k] + d[k] / 2 for k in range(3)]
    point += [c[k] - d[k] / 2 for k in range(3)]

    def psi(x):
        rel = [x[k] - x[k + 3] for k in range(3)]
        middle = [(x[k] + x[k + 3]) / 2 for k in range(3)]
        r = mp.sqrt(sum(v * v for v in rel))
        return mp.exp(-omega * sum(v * v for v in x) / 2) * shape(r, rel, middle)

    distance = mp.sqrt(sum(v * v for v in d))
    h = distance * mp.mpf(10)**(-8)
    centre_value = psi(point)
    laplacian = mp.mpf(0)
    for k in range(6):
        up, down = list(point), list(point)
        up[k] += h
        down[k] -= h
        laplacian += (psi(up) + psi(down) - 2 * centre_value) / h**2
    potential = omega**2 * sum(v * v for v in point) / 2 + 1 / distance
    return float(-laplacian / (2 * centre_value) + potential)


# Exact harmonic-trap states: s, p and d relative motion.
exact_cases = [
    ("s", 0, lambda r, d, c: 1 + r / 2),
    ("p", 1, lambda r, d, c: d[2] * (1 + r / 4)),
    ("d", 2, lambda r, d, c: d[0] * d[1] * (1 + r / 6)),
]
print("Exact pair states in a harmonic trap (local energy at two points)")
for name, l, shape in exact_cases:
    trap = mp.mpf(1) / (2 * (l + 1))
    e_a = local_energy(shape, trap, (0.3, 0.5, -0.4), (0.2, -0.1, 0.6))
    e_b = local_energy(shape, trap, (1.1, -0.7, 0.9), (-0.5, 0.8, 0.1))
    assert abs(e_a - e_b) < 1e-9
    assert abs(e_a - float(trap) * (l + 4)) < 1e-9
    print(f"  {name} wave: omega = {float(trap):.6f} Ha, E = {e_a:.6f}, {e_b:.6f} Ha")

# The diagonalization must reproduce known harmonic energies.
check_s = solve_pair(0.5, 0.0, (0, 2, 4), 0.5)[0]
check_t = solve_pair(0.25, 0.0, (1, 3, 5), 0.25)[0]
assert abs(check_s - 2.0) < 1e-6
assert abs(check_t - 1.5) < 1e-6
print(f"Diagonalization, lam = 0: singlet (omega 0.5) {check_s:.6f} Ha")
print(f"Diagonalization, lam = 0: triplet (omega 0.25) {check_t:.6f} Ha")

# Non-separable quartic trap: the cusp is an outcome, not an input.
omega, lam, width = 0.5, 0.01, 0.7
print(f"Quartic trap: omega = {omega} Ha, lam = {lam} Ha/bohr^4")
for name, waves, cusp, tolerance in [("singlet", (0, 2, 4), 0.5, 2e-3),
                                     ("triplet", (1, 3, 5), 0.25, 4e-3)]:
    state = solve_pair(omega, lam, waves, width)
    small = solve_pair(omega, lam, waves[:2], width, 12, 6)
    change = small[0] - state[0]
    assert -1e-8 < change < 1e-3
    shares = np.sum(state[1]**2, axis=(1, 2))
    assert shares[1] > 1e-7          # partial waves really are mixed
    print(f"{name}: E = {state[0]:.5f} Ha, smaller basis higher by {change:.1e} Ha")
    print(f"  weight of l = {waves[0]}: {shares[0]:.6f}, l = {waves[1]}: {shares[1]:.2e}")
    for R in (0.5, 1.0, 1.5):
        value, slope = leading_wave(state, 0.0, R)
        assert abs(slope / value - cusp) < tolerance
        print(f"  cusp at R = {R:.1f} bohr: {slope / value:.4f} per bohr")
    origin = leading_wave(state, 0.0, 1.0)[0]
    for r in (0.4, 0.2, 0.1):
        secant = (leading_wave(state, r, 1.0)[0] / origin - 1) / r
        print(f"  secant slope, R = 1.0, r = {r:.1f} bohr: {secant:.4f} per bohr")
    assert abs(secant - cusp) < 0.05

# Jastrow factor exp(c r) on non-interacting functions, harmonic trap.
direction = (mp.mpf(1) / 3, mp.mpf(2) / 3, mp.mpf(2) / 3)
centre = (mp.mpf("0.3"), mp.mpf("-0.2"), mp.mpf("0.8"))
print("Local energy (Ha) at r = 0.1, 0.01, 0.001, 0.0001 bohr, omega = 0.5 Ha")
for name, l in (("even", 0), ("odd", 1)):
    for c in (0.5, 0.25):
        def jastrow(r, d, mid, l=l, c=c):
            return mp.exp(c * r) * (d[2] if l else 1)
        energies = []
        for r in ("0.1", "0.01", "0.001", "0.0001"):
            vector = [mp.mpf(r) * u for u in direction]
            energies.append(local_energy(jastrow, omega, vector, centre))
        residue = 1 - 2 * (l + 1) * c
        assert abs(1e-4 * energies[-1] - residue) < 1e-3
        if residue == 0:
            assert abs(energies[-1] - ((3 + l) * omega - c**2)) < 1e-3
        text = ", ".join(f"{e:.4f}" for e in energies)
        print(f"  {name} pair, c = {c:.2f}: {text}")


# Antiparallel pair, one electron in an s and one in a p orbital.
def common_cusp(r, d, mid):
    return mp.exp(r / 2) * (mid[2] - d[2] / 2)


def separate_cusps(r, d, mid):
    return mid[2] * (1 + r / 2) - d[2] / 2 * (1 + r / 4)


tiny = mp.mpf("0.0001")
print(f"Mixed pair, midpoint height Z = {float(centre[2]):.1f} bohr, r = 0.0001 bohr")
jumps = []
for name, shape in (("common c = 1/2", common_cusp),
                    ("separate 1/2, 1/4", separate_cusps)):
    above = local_energy(shape, omega, (0, 0, tiny), centre)
    below = local_energy(shape, omega, (0, 0, -tiny), centre)
    jumps.append(above - below)
    print(f"  {name}: E(+z) = {above:.4f}, E(-z) = {below:.4f},"
          f" jump = {above - below:.4f} Ha")
assert abs(jumps[0] - 1 / float(centre[2])) < 2e-3
assert abs(jumps[1]) < 2e-3

print("PASS")
```

It prints:

```
Exact pair states in a harmonic trap (local energy at two points)
  s wave: omega = 0.500000 Ha, E = 2.000000, 2.000000 Ha
  p wave: omega = 0.250000 Ha, E = 1.250000, 1.250000 Ha
  d wave: omega = 0.166667 Ha, E = 1.000000, 1.000000 Ha
Diagonalization, lam = 0: singlet (omega 0.5) 2.000000 Ha
Diagonalization, lam = 0: triplet (omega 0.25) 1.500000 Ha
Quartic trap: omega = 0.5 Ha, lam = 0.01 Ha/bohr^4
singlet: E = 2.29422 Ha, smaller basis higher by 2.9e-06 Ha
  weight of l = 0: 0.999400, l = 2: 6.00e-04
  cusp at R = 0.5 bohr: 0.5000 per bohr
  cusp at R = 1.0 bohr: 0.5000 per bohr
  cusp at R = 1.5 bohr: 0.5000 per bohr
  secant slope, R = 1.0, r = 0.4 bohr: 0.4244 per bohr
  secant slope, R = 1.0, r = 0.2 bohr: 0.4648 per bohr
  secant slope, R = 1.0, r = 0.1 bohr: 0.4831 per bohr
triplet: E = 3.52297 Ha, smaller basis higher by 8.6e-06 Ha
  weight of l = 1: 0.998871, l = 3: 1.13e-03
  cusp at R = 0.5 bohr: 0.2500 per bohr
  cusp at R = 1.0 bohr: 0.2500 per bohr
  cusp at R = 1.5 bohr: 0.2500 per bohr
  secant slope, R = 1.0, r = 0.4 bohr: 0.1729 per bohr
  secant slope, R = 1.0, r = 0.2 bohr: 0.2126 per bohr
  secant slope, R = 1.0, r = 0.1 bohr: 0.2316 per bohr
Local energy (Ha) at r = 0.1, 0.01, 0.001, 0.0001 bohr, omega = 0.5 Ha
  even pair, c = 0.50: 1.2750, 1.2525, 1.2502, 1.2500
  even pair, c = 0.25: 6.4500, 51.4387, 501.4376, 5001.4375
  odd pair, c = 0.50: -8.2250, -98.2475, -998.2497, -9998.2500
  odd pair, c = 0.25: 1.9500, 1.9388, 1.9376, 1.9375
Mixed pair, midpoint height Z = 0.8 bohr, r = 0.0001 bohr
  common c = 1/2: E(+z) = 2.3751, E(-z) = 1.1251, jump = 1.2500 Ha
  separate 1/2, 1/4: E(+z) = 2.5000, E(-z) = 2.5000, jump = 0.0000 Ha
PASS
```
